Hyperpolarizabilities of a Two-Level Molecule and the Missing Level Shift

**Problem**

A molecule is described by two orthonormal states, g and e, with energies 0 and E > 0. A static electric field F acts along a fixed axis, and the Hamiltonian is

H = H₀ − F d,

where d is the component of the dipole operator along that axis. The dipole moments of the two states are μ_g and μ_e, and their difference is Δμ = μ_e − μ_g. The transition dipole is μ = ⟨g|d|e⟩. The phases of the states are chosen so that μ is real, and μ is not zero.

The energy W(F) of the state that starts as g defines the polarizability α and the hyperpolarizabilities β and γ through its Taylor series:

W(F) = −μ_g F − αF²/2 − βF³/6 − γF⁴/24 − …

(a) Find α, β and γ.

(b) Find β and γ for a centrosymmetric pair, in which g and e have opposite parity under inversion.

(c) Evaluate the results in atomic units for E = 0.1, μ = 2, μ_g = 1 and Δμ = 3, and then for a centrosymmetric pair with the same E and μ. Compare the series with the exact energy of the model at F = 0.001.

(d) Does the sign of γ found in (b) hold for every centrosymmetric molecule?

**A tempting solution, which is wrong**

The field does two things. It shifts each state through its own dipole moment, and it mixes the two states through μ. The shifted energies are −μ_g F and E − μ_e F, so the gap between them is

D = (E − μ_e F) − (−μ_g F) = E − Δμ F.

Second-order perturbation theory says that mixing lowers the ground state by the squared coupling divided by the gap. The coupling is −μF, and the gap in the field is D, so

W = −μ_g F − μ²F²/D.  (wrong beyond third order)

The geometric series for the inverse gap is

1/D = (1/E)(1 + ΔμF/E + Δμ²F²/E² + …).

Inserting it gives

W = −μ_g F − μ²F²/E − μ²ΔμF³/E² − μ²Δμ²F⁴/E³ − …

Comparison with the definition gives α = 2μ²/E, β = 6μ²Δμ/E² and γ = 24μ²Δμ²/E³. For a centrosymmetric pair Δμ = 0, and both β and γ vanish.

The last conclusion can be examined without any expansion. If Δμ = 0 and μ_g = 0, the attempt says that W = −μ²F²/E at every field strength. The induced dipole would then grow in proportion to F without limit. But a normalized real state with amplitudes a on g and b on e has the dipole 2abμ in this case, and 2ab cannot exceed 1 in magnitude when a² + b² = 1. The dipole therefore cannot exceed |μ|. The linear growth has to fail, and something has been lost.

**Where the fault lies**

In the basis g, e the Hamiltonian has the diagonal elements −μ_g F and E − μ_e F, and both off-diagonal elements are −μF. Its eigenvalues satisfy

(−μ_g F − W)(E − μ_e F − W) − μ²F² = 0.

The linear term plays no part in the response coefficients, so it is convenient to separate it:

W = −μ_g F + w.

The first bracket becomes −w. The second becomes E − μ_e F + μ_g F − w = D − w. Hence

−w(D − w) − μ²F² = 0,

and division by D − w, which is not zero because μ²F² is not zero for F ≠ 0, gives

w = −μ²F²/(D − w).

This equation is exact for the two-level model. The tempting solution has D in the denominator where D − w belongs. It corrected the gap for the permanent dipoles, but not for the lowering of the ground level that the mixing itself produces.

The order at which this matters can be read off. The shift w starts at order F², and the numerator already carries a factor F². Dropping w from the denominator therefore changes the energy first at order F⁴. This is why the attempt gets α and β right and γ wrong.

The size of the missing term follows by putting the leading estimate w ≈ −μ²F²/D into the denominator:

1/(D − w) ≈ 1/(D + μ²F²/D) ≈ 1/D − μ²F²/D³.

Multiplication by −μ²F² gives

w ≈ −μ²F²/D + μ⁴F⁴/D³.

The second term is positive. Since w is negative, the true denominator D − w is larger than D, and as long as D is positive, which holds near zero field, the lowering is weaker than the attempt predicts.

**Solution of part (a)**

The same result follows from solving the quadratic equation, which also supplies the higher terms and the range of validity. Multiplying out −w(D − w) − μ²F² = 0 gives

w² − Dw − μ²F² = 0,

with the roots

w = [D ± √(D² + 4μ²F²)]/2.

At F = 0 we have D = E, and the roots are E and 0. The state that starts as g belongs to the root that vanishes there, so the minus sign is required:

w = [D − √(D² + 4μ²F²)]/2.

Near zero field D is positive, and D can be taken out of the square root. With x = 4μ²F²/D²,

w = (D/2)[1 − √(1 + x)].

The binomial series is √(1 + x) = 1 + x/2 − x²/8 + x³/16 − …, so

w = −Dx/4 + Dx²/16 − Dx³/32 + …

Replacing x by its definition gives the three terms

−Dx/4 = −μ²F²/D,

Dx²/16 = 16μ⁴F⁴/(16D³) = μ⁴F⁴/D³,

−Dx³/32 = −64μ⁶F⁶/(32D⁵) = −2μ⁶F⁶/D⁵.

The first two agree with the repaired perturbation argument. The third starts at order F⁶ and does not affect γ.

The gap D still depends on F. In the first term, the prefactor F² means that 1/D is needed up to order F²:

−μ²F²/D = −μ²F²/E − μ²ΔμF³/E² − μ²Δμ²F⁴/E³ − …

In the second term, the prefactor is already F⁴, so D may be replaced by E:

μ⁴F⁴/D³ = μ⁴F⁴/E³ + …

Collecting powers, the coefficients of w are

F²: −μ²/E

F³: −μ²Δμ/E²

F⁴: −μ²Δμ²/E³ + μ⁴/E³

By definition these equal −α/2, −β/6 and −γ/24. Multiplication by −2, −6 and −24 gives

α = 2μ²/E,

β = 6μ²Δμ/E²,

γ = 24μ²(Δμ² − μ²)/E³.

The factors 6 and 24 come from the factorials in the definition. If the energy were written with −βF³ and −γF⁴ instead, β and γ would be smaller by these factors. A quoted hyperpolarizability therefore has to be read together with its convention.

The formula for β has a direct meaning. The leading lowering is −μ²F²/D, and D = E − ΔμF. If Δμ is positive, a weak positive field narrows the gap and makes the molecule easier to polarize, while a weak negative field widens the gap and makes it harder. β describes this difference between the two field directions at lowest order, and so it has the sign of Δμ. The sign of μ depends on the arbitrary phases of the states, and it drops out because μ enters squared. Reversing the positive direction of the axis changes the sign of Δμ and of β, but leaves γ unchanged.

The formula for γ contains two competing effects. The change of the gap through Δμ contributes a positive part, and the level shift w in the denominator contributes a negative part. In this model γ is positive for |Δμ| > |μ|, zero for |Δμ| = |μ| and negative for |Δμ| < |μ|.

**Solution of part (b)**

The dipole operator changes sign under inversion. Its expectation value in a state of definite parity therefore equals its own negative and must vanish. So μ_g = μ_e = 0 and Δμ = 0. The transition dipole can be nonzero because g and e have opposite parity. The general formulas reduce to

β = 0,

γ = −24μ⁴/E³.

The negative sign can be understood from the induced dipole. For a normalized eigenstate ψ, the energy is W = ⟨ψ|H|ψ⟩. When F changes, the terms from the change of ψ add up to W times the derivative of ⟨ψ|ψ⟩, which is zero. What remains is the derivative of H itself, which is −d. The dipole is therefore −dW/dF. With D = E, the energy is

W = [E − √(E² + 4μ²F²)]/2,

and differentiation gives

−dW/dF = (1/2) · 8μ²F/[2√(E² + 4μ²F²)] = 2μ²F/√(E² + 4μ²F²).

For weak fields this is 2μ²F/E = αF. For any F > 0 the square root exceeds E, so the dipole lies below αF. For strong fields it approaches |μ|, the upper limit that the tempting solution violated. The first departure from the straight line follows from 1/√(1 + y) ≈ 1 − y/2 with y = 4μ²F²/E²:

−dW/dF ≈ 2μ²F/E − 4μ⁴F³/E³.

Differentiating −γF⁴/24 and changing the sign shows that the cubic term of the dipole is γF³/6. Hence γ = −24μ⁴/E³, as before. For the centrosymmetric two-level pair, the negative γ is the onset of saturation.

**Range of the series**

The closed form of w holds at any real field, but its Taylor series does not converge everywhere. The square root has branch points where its argument vanishes:

(E − ΔμF)² = −4μ²F²,

E − ΔμF = ±2iμF,

F = E/(Δμ ± 2iμ).

Both points lie at the same distance from F = 0, and this distance is the radius of convergence:

|F| < E/√(Δμ² + 4μ²).

The branch points are complex when μ ≠ 0. The energy is therefore smooth along the real field axis, even where the series starts to diverge. If |μ| is much smaller than |Δμ|, however, the branch points lie close to the real axis near F = E/Δμ. The energy then bends sharply there, as the lower state changes from mostly g to mostly e.

**Solution of part (c)**

For the polar pair, the formulas give in atomic units

α = 2 · 2²/0.1 = 80,

β = 6 · 2² · 3/0.1² = 7200,

γ = 24 · 2² · (3² − 2²)/0.1³ = 480 000.

In SI units, β = 2.31 × 10⁻⁴⁹ C³ m³ J⁻² and γ = 2.99 × 10⁻⁵⁹ C⁴ m⁴ J⁻³. The tempting solution would give γ = 24 · 4 · 9/0.001 = 864 000, which is too large by 80 % of the correct value.

The field F = 0.001 corresponds to 5.14 × 10⁸ V/m. The radius of convergence is 0.1/√(9 + 16) = 0.020, so this field lies well inside it. The contributions to the energy, in hartree, are

order 1: −μ_g F = −1.0 × 10⁻³

order 2: −αF²/2 = −4.0 × 10⁻⁵

order 3: −βF³/6 = −1.2 × 10⁻⁶

order 4: −γF⁴/24 = −2.0 × 10⁻⁸

Their sum is −0.001041220000, and the exact eigenvalue is −0.001041219597. The exact value lies above the sum by 4.03 × 10⁻¹⁰ hartree. Most of this is the fifth-order term. It has one part from −μ²F²/D and one from μ⁴F⁴/D³, where 1/D³ = (1/E³)(1 + 3ΔμF/E + …):

(−μ²Δμ³ + 3μ⁴Δμ)F⁵/E⁴ = (−108 + 144) · 10⁻¹⁵/10⁻⁴ = 3.6 × 10⁻¹⁰.

The rest comes from the sixth and higher orders.

The role of the gap in β is visible when the field is reversed. For +F the gap is D = 0.097 and w = −4.122 × 10⁻⁵ hartree. For −F the gap is 0.103 and w = −3.882 × 10⁻⁵ hartree. The smaller gap goes with the larger lowering. Half the difference of the two values isolates the odd powers of F. It is −1.1996 × 10⁻⁶ hartree, close to the third-order term −1.2 × 10⁻⁶.

For the centrosymmetric pair with the same E and μ, α is again 80 and β = 0, while

γ = −24 · 2⁴/0.1³ = −384 000,

or −2.39 × 10⁻⁵⁹ C⁴ m⁴ J⁻³. At F = 0.001 the second-order term is −4.0 × 10⁻⁵ hartree and the fourth-order term is

−γF⁴/24 = 384 000 · 10⁻¹²/24 = +1.6 × 10⁻⁸ hartree.

Together they give −3.9984 × 10⁻⁵ hartree, and the exact eigenvalue is −3.99840128 × 10⁻⁵ hartree. The tempting solution stops at −4.0 × 10⁻⁵ and misses the positive correction altogether. The small remainder, −1.28 × 10⁻¹¹ hartree, is the sixth-order term −2μ⁶F⁶/E⁵ = −2 · 64 · 10⁻¹⁸/10⁻⁵.

The induced dipole of this pair shows the saturation:

F = 0.001: αF = 0.0800, exact 0.0799

F = 0.010: αF = 0.800, exact 0.743

F = 0.100: αF = 8.00, exact 1.94

The limit is |μ| = 2. The last field lies beyond the radius of convergence, 0.1/4 = 0.025, so there the closed expression must be used and not the series. It describes the two-level model at that field. It does not describe a real molecule there. F = 0.100 is 5.1 × 10¹⁰ V/m, above the rough estimate I_p²/4 for the field that pulls the binding barrier below the electron's level (0.034 for an ionization energy of 10 eV). Such a field would mix in other states and ionize a typical molecule, so the approach to |μ| in this table is a property of the model.

The numerical check obtains α, β and γ independently, as field derivatives of the diagonalized energy.

**Solution of part (d)**

The answer is no, and one further state is enough to show it. Let a third state have energy E₂ > 0 and the same parity as g. Then the dipole operator does not connect it with g, but it can connect it with e, through a transition dipole μ₁₂. Let c₀, c₁ and c₂ be the amplitudes of g, e and the third state. The eigenvalue equations are

−μF c₁ = W c₀,

−μF c₀ + E c₁ − μ₁₂F c₂ = W c₁,

−μ₁₂F c₁ + E₂ c₂ = W c₂.

For the state that starts as g, W is near zero, so W ≠ E₂. If c₁ were zero at F ≠ 0, the third equation would give c₂ = 0 and the second c₀ = 0, which leaves no state. So c₁ ≠ 0, and by the first equation W ≠ 0. The first and third equations then give

c₀ = −μF c₁/W,

c₂ = μ₁₂F c₁/(E₂ − W).

Inserting both into the second equation and dividing by c₁ gives

E − W − μ₁₂²F²/(E₂ − W) = −μ²F²/W,

which can be rearranged to

W = −μ²F²/[E − W − μ₁₂²F²/(E₂ − W)].

Without the last term in the denominator, this is the two-level equation for D = E. The shift −W enlarges the denominator, as before. The coupling to the third state reduces it, and thereby strengthens the lowering.

To find the F⁴ term, the denominator is needed to order F². There W ≈ −μ²F²/E, and E₂ − W may be replaced by E₂:

denominator ≈ E + F²(μ²/E − μ₁₂²/E₂).

Expanding the inverse gives

W ≈ −μ²F²/E + (μ²F⁴/E²)(μ²/E − μ₁₂²/E₂).

Multiplying the coefficient of F⁴ by −24 gives

γ = 24(μ²/E²)(μ₁₂²/E₂ − μ²/E).

For μ₁₂ = 0 the two-level result returns. But γ is positive as soon as μ₁₂²/E₂ exceeds μ²/E. With E₂ = 0.15 and μ₁₂ = 3 added to the centrosymmetric pair above, μ₁₂²/E₂ = 60 and μ²/E = 40, so

γ = 24 · (4/0.01) · (60 − 40) = 192 000.

The third state has reversed the sign.

A charged harmonic oscillator provides a check on this formula. With charge q, displacement s and force constant k, completing the square gives

ks²/2 − qFs = (k/2)(s − qF/k)² − q²F²/(2k).

The field displaces the oscillator and lowers all its levels by an amount quadratic in F, so γ must vanish. Its lowest three levels have E₂ = 2E and μ₁₂² = 2μ², which makes μ₁₂²/E₂ equal to μ²/E, and the formula gives zero. The levels above these do not matter here: the dipole operator connects neighbouring levels, and four steps that start and end in the ground level reach no higher than the second excited one. Keeping only the lowest two levels of the same oscillator would give γ = −24μ⁴/E³. For the oscillator, that negative value is entirely a product of the truncation.

The result γ = −24μ⁴/E³ is therefore correct for an isolated pair of states of opposite parity. In a molecule the pair is never exactly isolated. The Thomas–Reiche–Kuhn sum 2Σₙ(Eₙ − E_e)|⟨n|d|e⟩|² for the state e must equal the number of electrons, and the pair alone contributes the negative amount −2Eμ², so e always couples to higher states. The result can be carried over only when the contribution of further states to γ is small beside 24μ⁴/E³, and this has to be checked case by case. For H₂ at 1.4 bohr with fixed nuclei and the field along the bond, full configuration interaction gives a positive γ of about 650 (634 in the aug-cc-pVDZ basis, 657 in aug-cc-pVTZ, so not converged beyond the first digit or two), while the strongest pair alone gives about −200. For H₂⁺ stretched to 4 bohr, where the pair lies far below the other states, γ is about −2.6 × 10⁵ against −2.9 × 10⁵ from the pair.

Computed values

```
INPUT (atomic units)
E = 0.100, mu = 2.000, mu_g = 1.000, dmu = 3.000
field F = 0.0010 a.u. = 5.1422e+08 V/m
POLAR PAIR: formula | derivative of eigenvalue (a.u.)
alpha = 80.0000 | 80.0000
beta  = 7200.000 | 7200.000
gamma = 480000.00 | 480000.00
beta  in SI = 2.3086e-49 C^3 m^3 J^-2
gamma in SI = 2.9930e-59 C^4 m^4 J^-3
CENTROSYMMETRIC PAIR, same E and mu (a.u.)
beta  = 0.000 | 0.000 (magnitude)
gamma = -384000.00 | -384000.00
gamma in SI = -2.3944e-59 C^4 m^4 J^-3
ENERGY OF POLAR PAIR AT F (hartree)
order 1 term = -1.000000e-03
order 2 term = -4.000000e-05
order 3 term = -1.200000e-06
order 4 term = -2.000000e-08
sum through order 4 = -0.001041220000
exact eigenvalue    = -0.001041219597
exact minus sum = 4.026e-10; order 5 term = 3.600e-10
OPPOSITE FIELDS (hartree)
+F: gap D = 0.0970, W + mu_g F = -4.121960e-05
-F: gap D = 0.1030, W - mu_g F = -3.882032e-05
half the difference = -1.199639e-06
ENERGY OF CENTROSYMMETRIC PAIR AT F (hartree)
order 2 term = -4.000000e-05, order 4 term = 1.600000e-08
exact eigenvalue = -3.99840128e-05
INDUCED DIPOLE, CENTROSYMMETRIC PAIR (a.u.)
F = 0.001: alpha F = 0.0800, exact = 0.0799
F = 0.010: alpha F = 0.8000, exact = 0.7428
F = 0.100: alpha F = 8.0000, exact = 1.9403
F = 10.000: alpha F = 800.0000, exact = 2.0000
CONVERGENCE RADIUS IN F (a.u.)
polar pair = 0.0200, centrosymmetric pair = 0.0250
THIRD LEVEL ADDED TO CENTROSYMMETRIC PAIR (a.u.)
E2 = 0.150, mu12 = 3.000
mu12^2/E2 = 60.000, mu^2/E = 40.000
gamma = 192000.00 | 192000.00
```
